\section*{Nonadiabatic shift and linewidth of the graphene G mode versus Fermi level}

\section{A translated cone}

Take a Dirac cone with energies $\pm\hbar v p$, where $\mathbf p$ is measured from its apex, at $T=0$, with the upper band filled to $E_F=\hbar v k_F$. Lemma 1 shows that the G vibration, a relative displacement $w$ of the two carbon sublattices, translates the cone rigidly by a vector $\mathbf s$ of length $s=Dw/\hbar v$, with $D$ a constant in eV/\AA. Consider the energy of the added electrons.

If they relax, the filled disc recentres on the new apex, and their energy is unchanged because the cone has kept its shape. If each electron keeps its wave vector, its energy becomes
\begin{equation}
\hbar v|\mathbf p-\mathbf s|=\hbar v\Big[p-s\cos\beta+\frac{s^2\sin^2\beta}{2p}+\dots\Big],
\end{equation}
with $\beta$ the angle between $\mathbf p$ and $\mathbf s$. The linear term averages to zero over the disc, and the region $p<s$, where the expansion fails, contributes at order $s^3$. With four species (two spins, two valleys), cell area $A_0$ and $\int_0^{2\pi}\sin^2\beta\,d\beta=\pi$, the energy per cell rises by
\begin{equation}
\frac{4A_0}{(2\pi)^2}\,\frac{\hbar v s^2}{2}\,\pi k_F=\tfrac12\Delta K\,w^2,\qquad \Delta K=\frac{A_0D^2E_F}{\pi(\hbar v)^2}.
\end{equation}
The coordinate $w$ has reduced mass $M/2$, so $\omega^2=\omega_0^2+2\Delta K/M$ and, to first order, $\hbar\Delta\omega=w_0^2\Delta K$ with $w_0^2=\hbar/M\omega_0$. Relaxed electrons give no shift; electrons with clamped occupations give $\alpha E_F$, where
\begin{equation}
\alpha=\frac{A_0D^2w_0^2}{\pi(\hbar v)^2}.
\label{alpha}
\end{equation}
This estimate lets the wave functions follow $w$ instantly, which requires interband gaps $2E_F\gg\hbar\omega_0$. The theorem removes that restriction.

\section{Assumptions and statement}

(A1) Independent $\pi$ electrons hop between nearest neighbours along bonds $\boldsymbol\delta_j=b(\cos\phi_j,\sin\phi_j)$, $\phi_j=0,\pm2\pi/3$, so $A_0=3\sqrt3b^2/2$. (A2) With $\mathbf w=\mathbf u_B-\mathbf u_A=w(\cos\psi,\sin\psi)$, the hoppings are $t_j=t+t'w\cos(\psi-\phi_j)$, linear in the first-order change of bond length, with $t'<0$. (A3) The lattice constant is fixed and the bare mode is harmonic. (A4) The phonon wave vector obeys $vq\ll\omega_0$ and the electron relaxation time obeys $\omega_0\tau\gg1$. (A5) Cone limit: $|\mu|,\,kT,\,\Omega\ll t$, where $\Omega=\hbar\omega_0$ and $\mu$ is the chemical potential ($E_F$ at $T=0$). Near the threshold $2|\mu|=\Omega$ more is needed than (A4): $\hbar vq$ and $\hbar/\tau$, which both blur the threshold, must also be small compared with the larger of $\big|2|\mu|-\Omega\big|$ and $kT$. The frequency $\omega_0$ is the static one of the neutral sheet at $T=0$, and $f$ is the Fermi function.

\paragraph{Theorem.} Under (A1)--(A5), with $\hbar v=3tb/2$, $D=3|t'|/2$, and to first order in $\alpha$: (a) at $T=0$ and $|E_F|\neq\Omega/2$,
\begin{equation}
\hbar\Delta\omega=\alpha|E_F|+\frac{\alpha\Omega}{4}\ln\left|\frac{2|E_F|-\Omega}{2|E_F|+\Omega}\right|;
\label{shift}
\end{equation}
(b) the full width at half maximum is
\begin{equation}
\gamma=\frac{\pi\alpha\Omega}{2}\,\frac{\sinh(\Omega/2kT)}{\cosh(\Omega/2kT)+\cosh(\mu/kT)},
\label{width}
\end{equation}
which tends at $T\to0$ to $\pi\alpha\Omega/2$ for $|E_F|<\Omega/2$ and to zero for $|E_F|>\Omega/2$; (c) the static (adiabatic) force constant gives zero shift for every $\mu$ and $T$, and no width.

The logarithm in (a) tends to $-\infty$, so the singularities are softening dips. Remarks 2 and 3 show that temperature, or solving the mode equation at the shifted frequency, makes them finite.

\section{Lemmas}

\paragraph{Lemma 1 (cone and vertex).} Near each valley the displacement translates the cone by $Dw/\hbar v$ perpendicular to $\mathbf w$, and for $\mathbf p$ at polar angle $\theta$ the matrix elements of $V=\partial H/\partial w$ obey $|V_{+-}|^2=D^2\cos^2(\theta-\psi)$ and $V_{++}=-V_{--}=\pm D\sin(\theta-\psi)$.

\emph{Proof.} With Bloch phases attached to the undisplaced sites, $H$ is a $2\times2$ matrix with zero diagonal and upper element $-\sum_jt_je^{i\mathbf k\cdot\boldsymbol\delta_j}$. At $\mathbf K=(0,4\pi/3\sqrt3b)$ one has $\mathbf K\cdot\boldsymbol\delta_j=(4\pi/3\sqrt3)\sin\phi_j=\phi_j$. Since $\sum_je^{i\phi_j}=\sum_je^{2i\phi_j}=0$,
\begin{equation}
\sum_je^{i\phi_j}\cos(\beta-\phi_j)=\tfrac12\sum_j\big(e^{i\beta}+e^{-i\beta}e^{2i\phi_j}\big)=\tfrac32e^{i\beta}.
\end{equation}
Expanding $e^{i\mathbf p\cdot\boldsymbol\delta_j}\approx1+ipb\cos(\theta-\phi_j)$ and using this identity for $\beta=\theta$ and $\beta=\psi$ gives the upper element $h+wV_0$, with
\begin{equation}
h=-i\hbar vp\,e^{i\theta},\qquad V_0=-\tfrac32t'e^{i\psi}=De^{i\psi}.
\end{equation}
It vanishes at $pe^{i\theta}=-i(Dw/\hbar v)e^{i\psi}$, a translation at angle $\psi-\pi/2$. Write $h=\varepsilon e^{i\chi}$ with $\varepsilon=\hbar vp$, $\chi=\theta-\pi/2$. The eigenvectors for $\pm\varepsilon$ are $(1,\pm e^{-i\chi})/\sqrt2$, so $V_{\pm\pm}=\pm{\rm Re}(V_0e^{-i\chi})$ and $V_{+-}=-i\,{\rm Im}(V_0e^{-i\chi})$. With $V_0e^{-i\chi}=iDe^{i(\psi-\theta)}$, the real part is $D\sin(\theta-\psi)$ and the imaginary part is $D\cos(\theta-\psi)$. At $-\mathbf K$ the phases are $e^{-i\phi_j}$, so $\theta\to-\theta$, $\psi\to-\psi$: the translation is at angle $\psi+\pi/2$ and the squared elements are unchanged. $\square$

\paragraph{Lemma 2 (mode equation).} For $z=\hbar\omega+i0$ and $N$ cells,
\begin{equation}
\omega^2=\omega_0^2+\frac{2\omega_0}{\hbar}\Pi(z),\quad
\Pi=\frac{w_0^2}{N}\big[\chi(z)-\chi_{\rm ref}\big],\quad
\chi=\sum_{nm}|V_{nm}|^2\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m+z},
\label{dyson}
\end{equation}
where $\chi_{\rm ref}$ is the static response of the neutral sheet at $T=0$. To first order in $\Pi$, $\hbar\Delta\omega={\rm Re}\,\Pi(\Omega+i0)$ and $\gamma=-2\,{\rm Im}\,\Pi(\Omega+i0)$.

\emph{Proof.} With bare frequency $\omega_b$, the equation of motion is $N(M/2)(\ddot w+\omega_b^2w)=-{\rm Tr}(\rho V)$. The one-particle density matrix obeys $i\hbar\dot\rho=[H_0+wV,\rho]$. For $w\propto e^{-izt/\hbar}$ its linear part has elements $z\,\delta\rho_{mn}=(\varepsilon_m-\varepsilon_n)\delta\rho_{mn}+wV_{mn}(f_n-f_m)$, so ${\rm Tr}(\delta\rho V)=\chi w$. The zeroth-order force vanishes, being a vector invariant under threefold rotation. Hence $\omega^2=\omega_b^2+2\chi/NM$. The definition of $\omega_0$ is $\omega_0^2=\omega_b^2+2\chi_{\rm ref}/NM$; subtracting it and using $2/M=2\omega_0w_0^2/\hbar$ gives (\ref{dyson}). Near $\omega_0$, $\omega^2-\omega_0^2\approx2\omega_0(\omega-\omega_0)$, and the absorptive part of the response is proportional to $1/[(\hbar\omega-\Omega-{\rm Re}\,\Pi)^2+({\rm Im}\,\Pi)^2]$, a Lorentzian of full width $2|{\rm Im}\,\Pi|$. $\square$

In the cone limit $N^{-1}\sum_{\mathbf k}\to4A_0(2\pi)^{-2}\int d\theta\int\varepsilon\,d\varepsilon/(\hbar v)^2$. For a squared element $D^2g(\theta)$ and the angular mean $\langle\cdot\rangle$, comparison with (\ref{alpha}) gives the rule
\begin{equation}
\frac{w_0^2}{N}\sum_{\mathbf k}D^2g(\theta)\,(\dots)=\alpha\int_0^\infty\varepsilon\,d\varepsilon\,\langle2g(\theta)(\dots)\rangle .
\label{rule}
\end{equation}

\paragraph{Lemma 3 (interband part).} With $F(\varepsilon)=f(-\varepsilon)-f(\varepsilon)$,
\begin{equation}
\Pi_{\rm inter}(z)=\alpha\int_0^\infty d\varepsilon\Big[1-F+\frac{Fz^2}{z^2-4\varepsilon^2}\Big].
\label{inter}
\end{equation}

\emph{Proof.} The pairs $(n,m)=(-,+)$ and $(+,-)$ give $F/(z-2\varepsilon)-F/(z+2\varepsilon)=4\varepsilon F/(z^2-4\varepsilon^2)$, and $\langle2\cos^2\rangle=1$. The reference has $z=0$, $F=1$ and integrand $\varepsilon\cdot(-1/\varepsilon)=-1$; its intraband part vanishes by Lemma 4 with $L=0$. Subtracting it adds $+1$, and $4\varepsilon^2/(z^2-4\varepsilon^2)=-1+z^2/(z^2-4\varepsilon^2)$ gives (\ref{inter}). The subtracted integrand falls as $-z^2/4\varepsilon^2$, so extending the cone from $\varepsilon\sim t$ to infinity costs an error of order $\alpha\Omega^2/t$. $\square$

\paragraph{Lemma 4 (intraband part).} Let $L=2kT\ln[2\cosh(\mu/2kT)]$, which tends to $|E_F|$ at $T\to0$. As $q\to0$, $\Pi_{\rm intra}=-\alpha L$ at $z=0$, while for $|z|\gg\hbar vq$ it is $c\,\alpha L(\hbar vq/z)^2$, with $c=1/4$ for $\mathbf w\parallel\mathbf q$ (LO) and $c=3/4$ for $\mathbf w\perp\mathbf q$ (TO).

\emph{Proof.} Take $\mathbf q$ along $x$, coupling $n=\mathbf p-\mathbf q/2$ to $m=\mathbf p+\mathbf q/2$ in one band. To leading order in $q/p$, $\varepsilon_m-\varepsilon_n=\Delta=\pm\hbar vq\cos\theta$ and $f_n-f_m=(-f')\Delta$. By (\ref{rule}), with both bands joined into one integral over $E=\pm\varepsilon$,
\begin{equation}
\Pi_{\rm intra}=\alpha\int_{-\infty}^{\infty}|E|(-f')\,dE\;\Big\langle2\sin^2(\theta-\psi)\frac{\Delta}{z-\Delta}\Big\rangle .
\end{equation}
Integration by parts on each half line gives
\begin{align}
\int|E|(-f')dE&=\int_0^\infty\!\big[f(\varepsilon)+1-f(-\varepsilon)\big]d\varepsilon=\int_0^\infty(1-F)\,d\varepsilon\label{L}\\
&=kT\ln(1+e^{\mu/kT})+kT\ln(1+e^{-\mu/kT})=L,\nonumber
\end{align}
because the product of the two arguments is $2+2\cosh(\mu/kT)=4\cosh^2(\mu/2kT)$. At $z=0$ the fraction is $-1$ and $\langle2\sin^2\rangle=1$. For large $z$ it is $\Delta/z+\Delta^2/z^2+\dots$; the first term is odd under $\theta\to\theta+\pi$ and drops, and the second has $\langle2\sin^2\theta\cos^2\theta\rangle=1/4$ for $\psi=0$ and $\langle2\cos^4\theta\rangle=3/4$ for $\psi=\pi/2$. $\square$

The limits $q\to0$ and $z\to0$ therefore do not commute. Under (A4) the occupations have no time to move in $\mathbf k$, and $\Pi=\Pi_{\rm inter}$. How large $\omega_0\tau$ must be depends on doping: if the occupations relax at the rate $1/\tau$, the intraband term at $q\to0$ is $-\alpha L/(1-i\omega_0\tau)$, which for $\omega_0\tau\gg1$ leaves a width of about $2\alpha L/\omega_0\tau$. This is small compared with $\alpha\Omega$ only if $\omega_0\tau\gg L/\Omega$ as well.

\section{Proof of the theorem}

(a) At $T=0$, $F=\theta(\varepsilon-E)$ with $E=|E_F|$ for either sign of doping, since a vertical pair needs a full lower and an empty upper state. The term $1-F$ in (\ref{inter}) gives $E$. In the other, $z^2/(z^2-4\varepsilon^2)=(z/2)[1/(2\varepsilon+z)-1/(2\varepsilon-z)]$ has the antiderivative $(z/4)[\ln(2\varepsilon+z)-\ln(2\varepsilon-z)]$, which vanishes at infinity. For ${\rm Im}\,z>0$ neither argument crosses the negative real axis, so principal branches hold throughout, and
\begin{equation}
\Pi_0(z,E)=\alpha\Big\{E+\frac z4\big[\ln(2E-z)-\ln(2E+z)\big]\Big\}.
\label{pi0}
\end{equation}
The real part at $z=\Omega+i0$ is (\ref{shift}).

(b) In Lemma 3 the term $\alpha\varepsilon F/(z-2\varepsilon)$ has imaginary part $-\pi\alpha\varepsilon F\,\delta(\Omega-2\varepsilon)$, which integrates to $-\pi\alpha(\Omega/2)(1/2)F(\Omega/2)$; thus $\gamma=(\pi\alpha\Omega/2)F(\Omega/2)$. With $a=e^{\varepsilon/kT}$, $y=e^{-\mu/kT}$,
\begin{equation}
F=\frac1{y/a+1}-\frac1{ya+1}=\frac{a-1/a}{y+1/y+a+1/a},
\end{equation}
which at $\varepsilon=\Omega/2$ is the ratio in (\ref{width}). At $T=0$, (\ref{pi0}) agrees: for $2E<\Omega$, $\ln(2E-\Omega-i0)$ has imaginary part $-\pi$.

(c) Static theory takes the force constant from the free energy at fixed electron number $N_e$. For the grand potential $\Phi=-kT\sum_n\ln[1+e^{(\mu-\varepsilon_n)/kT}]$, $\partial_w\Phi=\sum f_n\varepsilon_n'$ and $\partial_w^2\Phi=\sum f_n\varepsilon_n''+\sum f'_n(\varepsilon_n')^2$. Perturbation theory gives $\varepsilon_n'=V_{nn}$ and $\varepsilon_n''=2\sum_{m\ne n}|V_{nm}|^2/(\varepsilon_n-\varepsilon_m)$. Symmetrizing in $n,m$ turns the first sum into the interband $\chi(0)$, and by (\ref{rule}) and (\ref{L}) the second yields $-\alpha L$, as in Lemma 4. The Legendre transform to fixed $N_e$ adds $-(\partial_w\partial_\mu\Phi)^2/\partial_\mu^2\Phi$, and $\partial_w\partial_\mu\Phi=-\partial_wN_e=-\sum f'_nV_{nn}=0$ because $\langle\sin(\theta-\psi)\rangle=0$. At $z=0$, (\ref{inter}) is $\alpha\int(1-F)d\varepsilon=+\alpha L$ by (\ref{L}). The sum is $\alpha L-\alpha L=0$, and a real force constant carries no width. $\square$

The static interband term alone is the clamped result, $\alpha|E_F|$ at $T=0$, found in the first section.

\section{Remarks}

\paragraph{1. Shape and origin of the dip.} With $x=2|E_F|/\Omega$, (\ref{shift}) reads $(\alpha\Omega/2)(x-{\rm artanh}\,x)$ for $x<1$ and $(\alpha\Omega/2)(x-{\rm arcoth}\,x)$ for $x>1$. The series $x+x^3/3$ and $1/x$ give $-\frac43\alpha|E_F|^3/\Omega^2$ at small doping and $\alpha(|E_F|-\Omega^2/4|E_F|)$ at large doping. The shift is negative until $x=\coth x$. Before subtraction, a pair of energy $2\varepsilon$ contributes $4\alpha\varepsilon^2/(\Omega^2-4\varepsilon^2)$ per unit $\varepsilon$: pairs below the phonon push it up and pairs above push it down. After subtraction the integrand for the neutral sheet is $\alpha\Omega^2/(\Omega^2-4\varepsilon^2)$, and the two sides of its pole cancel as a principal value. When the blocking edge reaches the pole, the lower side is gone and the upper side diverges logarithmically. The same edge closes the decay into a pair of energy $\Omega$.

\paragraph{2. Finite temperature.} From $f(\varepsilon)=\int dE\,(-f')\,\theta(E-\varepsilon)$ follows $F(\varepsilon)=\int dE\,(-f')\,\theta(\varepsilon-|E|)$. As (\ref{inter}) is linear in $F$ and $\int(-f')dE=1$,
\begin{equation}
\Pi(z;\mu,T)=\int dE\,(-f')\,\Pi_0(z,|E|),
\label{avg}
\end{equation}
which is finite since a logarithm is integrable. At $\mu=\Omega/2$, $kT\ll\Omega$, put $u=(E-\mu)/2kT$, so that $-f'dE=\frac12{\rm sech}^2u\,du$ and $|2E-\Omega|=4kT|u|$. Integrating ${\rm sech}^2u=4\sum_n(-1)^{n-1}ne^{-2nu}$ term by term gives $J(s)=\int_0^\infty u^s{\rm sech}^2u\,du=2^{1-s}\Gamma(1+s)\eta(s)$, with $\eta(s)=\sum(-1)^{n-1}n^{-s}$ summed in Abel's sense. Here $\eta(0)=\frac12$, and $\eta'(0)=\ln2-\ln3+\ln4-\dots=\frac12\ln(\pi/2)$, the mean of consecutive partial sums, by the Wallis product. With $\Gamma'(1)=-\gamma_E$, the mean of $\ln|u|$ is $J'(0)=\ln(\pi/4)-\gamma_E$. The means of $|E|$ and $\ln(2|E|+\Omega)$ are $\Omega/2$ and $\ln2\Omega+O((kT/\Omega)^2)$, so
\begin{equation}
\hbar\Delta\omega\big|_{|\mu|=\Omega/2}\approx\alpha\Omega\Big[\frac12+\frac14\ln\frac{\pi kT}{2e^{\gamma_E}\Omega}\Big].
\label{dip}
\end{equation}
At the threshold, first order in $\alpha$ needs $kT\gg\alpha\Omega$, for the width (\ref{width}) as well: as $T\to0$ (\ref{dip}) diverges, while the mode equation keeps the shift finite (Remark 3). The smeared $\ln|2E-\Omega|$ is even about $\mu=\Omega/2$, while the smooth terms have slope $\alpha(1-\frac14)>0$ there, so for $kT\ll\Omega$ the minimum lies below $\Omega/2$.

\paragraph{3. Failure of first order at the threshold.} Expanding ${\rm Re}\,\Pi$ to first order in $\hbar\omega-\Omega$, with ${\rm Im}\,\Pi$ held fixed, multiplies shift and width by $Z=1/(1-\partial_z{\rm Re}\,\Pi)$, and near threshold $|\partial_z{\rm Re}\,\Pi_0|\approx\alpha\Omega/4|2E-\Omega|$. First order requires this to be small. For $2E<\Omega$ it also requires the softening to be small compared with $\Omega-2E$: otherwise much of the spectral weight moves below the pair edge $2E$, where there is no pair to decay into, and the width (\ref{width}) fails together with (\ref{shift}). At $E=\Omega/2$ and $0<\hbar\omega<\Omega$, $\Pi_0$ is real, and by (\ref{inter}) it decreases with $\omega$ from $\alpha E$ to $-\infty$. Then $(\hbar\omega)^2-\Omega^2-2\Omega\Pi_0$ rises from a negative value to $+\infty$ and has one root. For $\delta=\hbar\omega-\Omega$, $|\delta|\ll\Omega$, (\ref{pi0}) gives $\delta\approx\alpha\Omega[\frac12+\frac14\ln(|\delta|/2\Omega)]$. This is the solution of (\ref{dyson}) for independent electrons; the phonon's back-action on the electron levels is not in it.

\paragraph{4. Limits of validity.} If $\omega_0\tau\ll1$, collisions restore relaxed occupations within a period, which brings back the intraband term $-\alpha L$. When $2|E_F|$ also far exceeds $\Omega$, $\hbar/\tau$ and $kT$, the interband response is nearly static too, and the shift tends to the zero of (c) instead of $\alpha|E_F|$. This is a formal limit: with $\Omega=0.2$ eV and $t=2.7$ eV, the conditions $2|E_F|\gg\hbar/\tau\gg\Omega$ push $|E_F|$ up to the order of $t$, where (A5) fails. Part (c) belongs to the cone. On the lattice, corrections of first order in $pb$ are odd under $\theta\to\theta+\pi$ and average out, so the integrands change by relative order $(\varepsilon/t)^2$ and a static remainder of order $\alpha|\mu|^3/t^2$ is allowed. Doping-induced change of the lattice constant, anharmonic width, other bands and electron interactions are excluded by (A1)--(A3).

\section{Worked example}

The inputs are rough recalled values of the size found in graphene, not computed ones: $t=2.7$ eV, $b=1.4$ \AA, $t'=-4.5$ eV/\AA, $\Omega=0.20$ eV $=1613$ cm$^{-1}$, $M=12$ u. Since $\alpha\propto(t'/t)^2$, a $10\%$ change in $t'$ changes $\alpha$ by about $20\%$, and values of $-t'b/t$ between 2 and 3 move the full width $\pi\alpha\Omega/2$ from about 7 to 17 cm$^{-1}$. Absolute results therefore give only the size of the effect; the figures shown serve to compare routes within the model. Then $\hbar v=1.5\times2.7\times1.4=5.670$ eV\,\AA, $D=6.750$ eV/\AA, $A_0=5.0922$ \AA$^2$, and $w_0^2=(\hbar^2/M)/\Omega=3.4835\times10^{-4}/0.20=1.7417\times10^{-3}$ \AA$^2$. Hence
\begin{equation}
\alpha=\frac{5.0922\times6.750^2\times1.7417\times10^{-3}}{\pi\times5.670^2}=4.00\times10^{-3}.
\end{equation}
With 1 eV $=8065.54$ cm$^{-1}$, the slope is $32.27$ cm$^{-1}$ per eV, $\alpha\Omega=6.454$, $\alpha\Omega/4=1.614$ and $\pi\alpha\Omega/2=10.138$ cm$^{-1}$ ($1.257$ meV). At $E_F=0.30$ eV, (\ref{shift}) gives $9.681+1.614\ln(0.4/0.8)=8.563$ cm$^{-1}$. The threshold $0.10$ eV corresponds to the density $4\pi k_F^2/(2\pi)^2=E_F^2/\pi(\hbar v)^2=9.9\times10^{11}$ cm$^{-2}$, and $x=\coth x$ has the root $1.1997$, or $E_F=0.120$ eV. In the table (cm$^{-1}$), finite-temperature shifts come from adaptive principal-value quadrature of (\ref{inter}) and widths from (\ref{width}).

\begin{center}
\begin{tabular}{c|ccc|cc}
$\mu$/eV & shift 0 K & 30 K & 300 K & $\gamma$ 30 K & 300 K\\
0.00 & 0.00 & 0.00 & $-0.20$ & 10.14 & 9.72\\
0.08 & $-0.96$ & $-1.015$ & $-0.50$ & 10.13 & 6.93\\
0.10 & $-\infty$ & $-3.99$ & $-0.23$ & 5.07 & 5.065\\
0.15 & 2.24 & 2.24 & 1.96 & 0.00 & 1.28\\
0.30 & 8.56 & 8.56 & 8.52 & 0.00 & 0.00
\end{tabular}
\end{center}

At 30 K, $kT=0.002585$ eV and $e^{\gamma_E}=1.781$; the argument in (\ref{dip}) is $0.01140$, and $6.454\,(0.5-1.1185)=-3.99$ cm$^{-1}$. At 10 K, where $kT$ is already close to $\alpha\Omega$, the first-order dip deepens by $1.614\ln3=1.773$ to $-5.765$ cm$^{-1}$, the value quadrature also gives. Minimizing the first-order shift over $\mu$ puts the minimum at $0.0998$, $0.0974$ and $0.073$ eV for 30, 100 and 300 K, below $\Omega/2$ as in Remark 2, with values $-3.995$, $-2.08$ and $-0.516$ cm$^{-1}$. At 300 K the minimum is about $0.3$ cm$^{-1}$ below the neutral value $-0.20$ cm$^{-1}$, which is negative because the weight in (\ref{avg}), of width $kT=0.026$ eV, lies mostly at $|E|<0.12$ eV, where ${\rm Re}\,\Pi_0\le0$. At $|\mu|=\Omega/2$, (\ref{width}) is $\frac12\tanh(\Omega/2kT)$ of the full value, hence $5.069$ cm$^{-1}$ at 30 K and $5.065$ cm$^{-1}$ at 300 K. These are first-order values. At 30 K, where $kT$ is only about three times $\alpha\Omega$, the line that follows from (\ref{dyson}) is narrower, about $4.8$ cm$^{-1}$.

Root finding in (\ref{dyson}) at $T=0$, $E_F=\Omega/2$ gives $\delta=-6.71$ cm$^{-1}$. This undamped line carries about $0.8$ of the spectral weight; the rest lies above the pair edge. The estimate of Remark 3 closes at $6.454\,[0.5+0.25\ln(6.73/3226)]=-6.73$ cm$^{-1}$, within $0.4\%$ of the root. At $E_F=0.08$ eV the spectral function $-{\rm Im}\,[(\hbar\omega)^2-\Omega^2-2\Omega\Pi_0]^{-1}$, evaluated on a fine frequency grid, has width $10.161$ cm$^{-1}$, against $10.138$ at first order. Differentiating (\ref{pi0}) gives $\partial_z{\rm Re}\,\Pi_0=\alpha[\frac14\ln\frac{0.04}{0.36}+0.05(\frac1{0.04}-\frac1{0.36})]=0.562\alpha=0.00225$, and $Z\times10.138=10.161$. Two effects left out of $Z$, the frequency dependence of ${\rm Im}\,\Pi_0$ and the quadratic form of (\ref{dyson}), change the width by about $-0.006$ and $+0.006$ cm$^{-1}$ and cancel here.

The full lattice was treated by diagonalizing $H(\mathbf k)$ on a polar Gauss--Legendre grid over the triangle of zone centres around $\mathbf K$, doubled for the other valley. At 100 K and $z=\Omega+0.01i$ eV, for five values of $\mu$ from $-0.15$ to $0.30$ eV, the largest difference of $\Pi/\alpha$ from the cone value is $1.85\times10^{-3}$ eV, or $0.06$ cm$^{-1}$ in $\Pi$. It is $1.85\times10^{-4}$ eV when $t$ is ten times larger, the $1/t$ scaling of Lemma 3.

Force constants at 300 K were taken by central differences in $w$, as the value at $\mu=0.30$ eV minus that at $\mu=0$. Clamped occupations give $\Delta K=0.6069$ eV/\AA$^2$, so $w_0^2\Delta K=8.526$ cm$^{-1}$, against the cone value $\alpha[L(\mu)-L(0)]=32.27\,(0.3000-0.0358)=8.525$. The full root $\sqrt{\Omega^2+2\hbar^2\Delta K/M}-\Omega$ is lower by $8.526^2/(2\times1613)=0.023$, giving $8.503$ cm$^{-1}$. The free energy at fixed electron number gives $\Delta K=-0.0041$ eV/\AA$^2$, a shift of $-0.057$ cm$^{-1}$, or $0.7\%$ of the clamped shift. It is the imbalance of the lattice static terms at $\mu=0.30$ eV, $+9.681$ interband and $-9.739$ intraband, and it is of the order $\alpha\mu^3/t^2=0.12$ cm$^{-1}$ allowed by Remark 4.

For $q=10^{-3}$ \AA$^{-1}$, $(\hbar vq/\Omega)^2=8.037\times10^{-4}$. A direct sum over cone states at $\mathbf p\pm\mathbf q/2$, at the same $\mu$ and $T$, gives $-9.682$ cm$^{-1}$ at $z=0$, and $1.946\times10^{-3}$ (LO) and $5.839\times10^{-3}$ cm$^{-1}$ (TO) at $z=\Omega$. Lemma 4 gives $-\alpha L=-9.681$, $0.25\times9.681\times8.037\times10^{-4}=1.945\times10^{-3}$ and three times that, $5.84\times10^{-3}$ cm$^{-1}$. At this wave vector the intraband term that cancels the stiffening in static theory is reduced by a factor of more than a thousand at the phonon frequency.
